# Slonczewski's effective tunnelling polarisation and its change of sign

A calculation of spin-dependent leakage through a gate oxide has to decide how to weight the two spin currents. One choice is to weight them by the gate's densities of states at the Fermi level. The other is to match the wavefunctions at the gate interface. For the free-electron gate worked out below, the first choice gives a polarisation of $+6.7$ percent and the second $-1.1$ percent in the thick-barrier limit ($-0.7$ percent for the 2 nm oxide), so within this model the choice settles even which spin carries more current.

## Model and conventions

The algebra uses atomic units, $\hbar=m_e=e=1$. The gate fills $x<0$, the barrier $0<x<d$, and the collector $x>d$. Energies are measured from the common Fermi level, and the bias and temperature are low enough for only that energy to matter.

The gate is a free-electron ferromagnet of band mass $m_g$ with real Fermi wavenumbers $k_\uparrow>k_\downarrow$; the arrow $\uparrow$ denotes majority spin. The barrier is rectangular, of height $\phi$ and mass $m_b$. The collector is a free-electron metal of unit mass and Fermi wavenumber $q$, nonmagnetic unless stated otherwise. Spin and the wavevector parallel to the interface, $\mathbf k_\parallel$, are conserved.

At zero parallel wavevector the barrier equation is $-\psi''/(2m_b)+\phi\psi=0$. Its solutions are $e^{\pm\kappa x}$ with $\kappa=\sqrt{2m_b\phi}$. The model takes $\psi$ and $\psi'/m$ to be continuous. This conserves current, but it is an assumption: for any real $\alpha\neq0$, the rule $\psi_b=\alpha\psi_g$, $\psi_b'/m_b=\psi_g'/(\alpha m_g)$, relating the barrier and gate sides, also conserves current, and it replaces $v_\sigma$ by $v_\sigma/\alpha^2$ in all results below. With $\alpha=1$ the quantities that meet at an interface are velocities:

$$v_\sigma=\frac{k_\sigma}{m_g},\qquad u=q,\qquad w=\frac{\kappa}{m_b}.$$

Let $G_\sigma$ be the conductance carried by spin $\sigma$ into a nonmagnetic collector. The effective tunnelling polarisation is

$$P=\frac{G_\uparrow-G_\downarrow}{G_\uparrow+G_\downarrow}.$$

## Theorem

Let $\kappa d\gg1$, and let $\kappa/d$ be small compared with $k_\downarrow^2$ and $q^2$. Then, to leading order in $1/d$,

$$P=\frac{v_\uparrow-v_\downarrow}{v_\uparrow+v_\downarrow}\;\frac{w^2-v_\uparrow v_\downarrow}{w^2+v_\uparrow v_\downarrow}. \tag{1}$$

As the barrier height varies, $P$ has a single zero, at $w^2=v_\uparrow v_\downarrow$, and changes sign there. In terms of wavenumbers the condition is

$$\kappa^2=\left(\frac{m_b}{m_g}\right)^2k_\uparrow k_\downarrow,$$

which becomes $\kappa^2=k_\uparrow k_\downarrow$ when the masses are equal. If the collector is also magnetic, with its magnetisation at angle $\theta$ to that of the gate, then $G(\theta)\propto1+P_LP_R\cos\theta$, where each $P$ is given by (1) for its own electrode.

## Lemma 1: the transmission factorises

At zero parallel wavevector, up to a relative error of order $e^{-2\kappa d}$,

$$T_\sigma=A(v_\sigma)\,A(u)\,e^{-2\kappa d},\qquad A(v)=\frac{4vw}{v^2+w^2}. \tag{2}$$

**Proof.** Write the wave as $e^{ikx}+re^{-ikx}$ in the gate, $ae^{-\kappa x}+be^{\kappa(x-d)}$ in the barrier, and $ce^{iq(x-d)}$ in the collector. Matching at $x=0$ gives

$$1+r=a+be^{-\kappa d},\qquad iv(1-r)=-wa+wbe^{-\kappa d}.$$

Multiplying the first equation by $iv$ and adding the second removes $r$:

$$2iv=(iv-w)a+(iv+w)be^{-\kappa d}. \tag{3}$$

Matching at $x=d$ gives

$$ae^{-\kappa d}+b=c,\qquad -wae^{-\kappa d}+wb=iuc.$$

Multiply the first of these by $w$, then subtract or add the second:

$$2wae^{-\kappa d}=(w-iu)c,\qquad 2wb=(w+iu)c.$$

Since $|w+iu|=|w-iu|$, it follows that $|b|=|a|e^{-\kappa d}$. The last term of (3) is therefore smaller than the first term on the right by $e^{-2\kappa d}$. Dropping it, and using $iv-w=i(v+iw)$,

$$a=\frac{2v}{v+iw},\qquad c=\frac{2w}{w-iu}\,a\,e^{-\kappa d}.$$

The incident flux is $v$ and the transmitted flux is $u|c|^2$, so

$$T=\frac uv\,\frac{4w^2}{w^2+u^2}\,\frac{4v^2}{v^2+w^2}\,e^{-2\kappa d}
=\frac{4vw}{v^2+w^2}\,\frac{4uw}{u^2+w^2}\,e^{-2\kappa d}.$$

This is (2). ∎

**Remark: origin of the sign.** Dividing numerator and denominator of $A$ by $vw$ gives

$$A=\frac{4}{v/w+w/v},\qquad \frac vw+\frac wv=2+\left(\sqrt{\frac vw}-\sqrt{\frac wv}\right)^2.$$

The factor is therefore largest at $v=w$, and it is unchanged when $v$ is replaced by $w^2/v$. An electron that is too fast for the barrier is matched as badly as one that is too slow by the same ratio. If both spins are slower than $w$, the faster majority is better matched and $P>0$. If both are faster, the minority is better matched and $P<0$. The two spins tunnel equally when $v_\uparrow/w=w/v_\downarrow$, which is the condition for the zero.

## Lemma 2: a thick barrier selects small parallel momentum

Put $s=k_\parallel^2$. To first order in $1/d$, the integrated polarisation equals that of the factors $A(v_\sigma)$ evaluated at $s=\kappa/d$.

**Proof.** The parallel kinetic energy is $s/(2m_b)$ in the barrier and $s/(2m_g)$ in the gate. At fixed total energy this gives

$$\kappa^2\to\kappa^2+s,\qquad w^2\to w^2+\frac{s}{m_b^2},\qquad k_\sigma^2\to k_\sigma^2-s. \tag{4}$$

The conductance quantum per spin is $1/(2\pi)$ in these units, and $d^2k_\parallel=\pi\,ds$ after the angular integration. Per unit area,

$$G_\sigma=\frac1{2\pi}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T_\sigma=\frac1{8\pi^2}\int ds\,T_\sigma(s).$$

Set $s=\kappa z/d$ and expand the exponent:

$$2d\sqrt{\kappa^2+s}=2\kappa d+\frac{sd}{\kappa}-\frac{s^2d}{4\kappa^3}+\dots
=2\kappa d+z-\frac{z^2}{4\kappa d}+\dots$$

The weight is thus $e^{-z}$ at leading order. The upper limit of $z$ may be taken to infinity, because $\kappa/d$ is small compared with $k_\downarrow^2$ and $q^2$. Write $A_\sigma$ and $A_c$ for the gate and collector factors at $s=0$, with primes for derivatives with respect to $s$. Then

$$G_\sigma=\frac{\kappa e^{-2\kappa d}}{8\pi^2d}\int_0^\infty dz\,e^{-z}\left(1+\frac{z^2}{4\kappa d}\right)\left[A_\sigma A_c+\frac{\kappa z}{d}\left(A_\sigma'A_c+A_\sigma A_c'\right)\right]$$

up to relative order $1/d^2$. With $\int_0^\infty ze^{-z}dz=1$ and $\int_0^\infty z^2e^{-z}dz=2$, the integral is

$$A_\sigma A_c\left(1+\frac1{2\kappa d}+\frac{\kappa}{d}\frac{A_c'}{A_c}\right)+\frac{\kappa}{d}A_cA_\sigma'.$$

The bracket is the same for both spins. To this order it can be taken out as a common factor, which leaves $A_\sigma+(\kappa/d)A_\sigma'$. This is $A_\sigma$ evaluated at $s=\kappa/d$. ∎

## Proof of the theorem

By Lemma 2, at leading order $G_\sigma$ is proportional to $A(v_\sigma)$ at $s=0$. The exponential and the collector factor cancel in $P$. Putting $A_\uparrow\mp A_\downarrow$ over a common positive denominator leaves the numerators

$$v_\uparrow(v_\downarrow^2+w^2)-v_\downarrow(v_\uparrow^2+w^2)=(v_\uparrow-v_\downarrow)(w^2-v_\uparrow v_\downarrow),$$

$$v_\uparrow(v_\downarrow^2+w^2)+v_\downarrow(v_\uparrow^2+w^2)=(v_\uparrow+v_\downarrow)(w^2+v_\uparrow v_\downarrow).$$

Their ratio is (1). Since $v_\uparrow>v_\downarrow>0$, every factor except $w^2-v_\uparrow v_\downarrow$ is positive. That factor is linear in $w^2=2\phi/m_b$, so it vanishes at one barrier height and changes sign there.

For the angular law, describe each interface by a matrix in spin space. Let $\Pi_\sigma=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$ project on the majority (upper sign) or minority spin along the magnetisation $\mathbf n$ of an electrode. For unit incident flux the gate interface is

$$B_L=\sum_\sigma\frac{1}{\sqrt{v_\sigma}}\,\frac{2v_\sigma}{v_\sigma+iw}\,\Pi_\sigma^L.$$

With amplitudes normalised to outgoing flux, the collector interface is

$$B_R=\sum_\sigma\sqrt{u_\sigma}\,\frac{2w}{w-iu_\sigma}\,\Pi_\sigma^R.$$

Squaring the coefficients gives

$$B_LB_L^\dagger=\frac1w\sum_\sigma A(v_\sigma)\Pi_\sigma^L,\qquad B_R^\dagger B_R=w\sum_\sigma A(u_\sigma)\Pi_\sigma^R.$$

With $\bar A=(A_\uparrow+A_\downarrow)/2$, each sum has the form

$$\sum_\sigma A_\sigma\Pi_\sigma=\frac{A_\uparrow+A_\downarrow}2+\frac{A_\uparrow-A_\downarrow}2\,\mathbf n\cdot\boldsymbol\sigma=\bar A\,(1+P\,\mathbf n\cdot\boldsymbol\sigma).$$

The barrier decay does not depend on spin, so the full amplitude matrix is $B_RB_Le^{-\kappa d}$. Summing its squared elements over incoming and outgoing spins gives a trace:

$$T(\theta)=e^{-2\kappa d}\,\mathrm{Tr}\left(B_R^\dagger B_R\,B_LB_L^\dagger\right)=2\bar A_L\bar A_R\,e^{-2\kappa d}\,(1+P_LP_R\cos\theta).$$

The last step uses $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$. By Lemma 2 the parallel-momentum integral multiplies this by a common factor at leading order. ∎

**Remark: what a spin valve shows.** Two identical electrodes give $P_LP_R=P^2$, which hides the sign. To find it, one needs an analyser whose own sign is known.

**Remark: numerical tests.** Equation (1) was compared with exact matching at normal incidence for $\kappa d=13$. In atomic units the cases were:

- $m_b=1$, $(v_\uparrow,v_\downarrow)=(0.9,0.3)$, with $(\phi,u)=(0.10,0.7)$ and $(0.25,0.4)$;
- $m_b=0.42$, $(v_\uparrow,v_\downarrow)=(0.8,0.6)$, with $(\phi,u)=(0.08,0.9)$ and $(0.15,0.2)$.

They include both signs of $P$, and the largest absolute difference was $3.5\times10^{-12}$. The angular law was tested by solving all eight matching equations for electrode velocities $(0.9,0.3)$ and $(0.8,0.5)$, with $w=0.35$ and $\kappa d=10$. Here $P_LP_R=0.0230$. At $\theta=0$, $0.7$, $2.0$ and $\pi$, the ratio $T(\theta)/T(\pi/2)$ agreed with $1+P_LP_R\cos\theta$ to within $10^{-6}$.

## Limits, and where the formula stops

For a high barrier, $w^2\gg v_\uparrow v_\downarrow$, the second factor in (1) tends to $1$ and

$$P\to\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}.$$

This is the density-of-states polarisation, because the density of states of a free-electron band at the Fermi level is proportional to $k_\sigma$. The limit needs the width to grow with the height so that $\kappa/d\ll k_\downarrow^2$ still holds. At a fixed width the integrated polarisation overshoots it: in the 20 Å example below it is $0.070$ at 100 eV and $0.13$ at $10^4$ eV, against $0.0675$. For a low barrier, $w^2\ll v_\uparrow v_\downarrow$, the second factor tends to $-1$ and the same magnitude appears with the opposite sign, provided the barrier is wide enough to keep $\kappa d\gg1$. The polarisation thus belongs to the gate and barrier together.

If the minority band is empty at the Fermi level, $k_\downarrow$ is imaginary and no minority wave arrives. Then $P=1$ for any barrier height, and (1) must not be continued to imaginary $k_\downarrow$. Just before that point $k_\downarrow$ is real but small, and the condition $\kappa/d\ll k_\downarrow^2$ requires a very thick barrier.

## Corollary: the zero at finite thickness

Take $m_g=1$. In the thick limit the zero lies at

$$\phi^*=\frac{m_bk_\uparrow k_\downarrow}2=m_b\sqrt{E_\uparrow E_\downarrow},\qquad E_\sigma=\frac{k_\sigma^2}2, \tag{5}$$

where $E_\sigma$ is the depth of the band bottom below the Fermi level. With the replacements (4), the condition $w^2=v_\uparrow v_\downarrow$ becomes

$$\frac{2\phi}{m_b}+\frac s{m_b^2}=\sqrt{(k_\uparrow^2-s)(k_\downarrow^2-s)}\simeq k_\uparrow k_\downarrow-s\,\frac{k_\uparrow^2+k_\downarrow^2}{2k_\uparrow k_\downarrow}.$$

Solve for $\phi$ and set $s=\kappa^*/d$, with $\kappa^*=\sqrt{2m_b\phi^*}$:

$$\phi_d^*=\phi^*-\frac{m_b\kappa^*}{2d}\left[\frac1{m_b^2}+\frac{k_\uparrow^2+k_\downarrow^2}{2k_\uparrow k_\downarrow}\right]. \tag{6}$$

Parallel momentum raises $w$ and lowers the gate velocities, so a thinner barrier reaches the sign change at a lower height.

## Worked example: a gadolinium gate on silicon dioxide

The inputs are rough typical values. Gadolinium is given 33 Å$^3$ per atom and three conduction electrons with a moment of 0.6 Bohr magneton, hence 1.8 majority and 1.2 minority electrons. The barrier is 2.2 eV high and 20 Å (2 nm) wide, with mass 0.42. The collector is a nonmagnetic metal with a band 10 eV deep.

A Fermi sphere holding $n$ electrons of one spin in volume $V$ satisfies $k^3=6\pi^2n/V$. For the majority,

$$k_\uparrow=\left(\frac{6\pi^2\times1.8}{33}\right)^{1/3}=1.478\ \text{Å}^{-1},$$

and likewise $k_\downarrow=1.291$ Å$^{-1}$. With $m_g=1$ the band depths are 8.325 and 6.353 eV. Since $\kappa^2/k_\uparrow^2=m_b\phi/E_\uparrow$,

$$\kappa=1.478\,\sqrt{\frac{0.42\times2.2}{8.325}}=0.4925\ \text{Å}^{-1},\qquad w=\frac{0.4925}{0.42}=1.1725\ \text{Å}^{-1}.$$

Here $w$ is expressed as the wavenumber of a free electron of that velocity, so it can be compared directly with $k_\sigma$. Both gate wavenumbers exceed it, so the thick-limit $P$ is negative:

$$P=\frac{1.478-1.291}{1.478+1.291}\times\frac{1.375-1.909}{1.375+1.909}=0.0675\times(-0.163)=-0.0110.$$

Exact matching at normal incidence also gives $-0.0110$, as expected with $e^{-2\kappa d}=2.8\times10^{-9}$. The slower correction comes from parallel momentum, because $\kappa d$ is only 9.8. Evaluating (1) at $s=\kappa/d$ gives $-0.0074$, and the full integration gives $-0.0071$. A 2 nm oxide is thick for the exponential but not for the polarisation. With the same inputs a thinner barrier reverses the sign: the integrated $P$ is $-0.0029$ at 10 Å, vanishes at 7.4 Å ($\kappa d=3.7$) and is $+0.0028$ at 6 Å.

Equation (5) puts the sign change at $0.42\sqrt{8.325\times6.353}=3.05$ eV. At 20 Å, (6) lowers it by 0.31 eV to 2.74 eV, and full integration also gives 2.74 eV to this accuracy. Setting the barrier mass to one as well would have put the thick-limit zero at 7.27 eV.

## How far the sign can be trusted

The exchange splitting of the example is larger than a typical value. The free-electron bands need 1.97 eV to hold the assumed moment, against a rough 0.8 eV for the conduction bands of gadolinium. Keeping both wavenumbers fixed, the smaller splitting requires a gate mass of $1.972/0.8\approx2.5$. The velocities fall by that factor, and the integrated polarisation becomes $+0.045$. At fixed wavenumbers the thick-limit sign change occurs at $m_g=\sqrt{\phi^*/\phi}=\sqrt{3.055/2.2}=1.18$; with parallel momentum integrated it occurs at 1.11. For the rectangular barrier the negative sign therefore rests on the free-electron mass. It rests equally on the oxide mass (see below) and on the matching rule: a factor $\alpha=\sqrt{1.111}=1.054$ at the gate interface brings the integrated $P$ to zero. The model does not settle the sign for real gadolinium.

The other corrections were computed one at a time with $m_g=1$, starting from $P=-0.0071$:

- Raising the oxide mass to 0.50 gives $-0.0132$. Lowering it reverses the sign at 0.34 (at $2.2/7.27=0.30$ in the thick limit). A mass of 0.30, also in use for parabolic fits to direct tunnelling through silicon dioxide, gives $+0.0048$.
- A work-function difference of roughly 1 eV, with the barrier rising from 2.2 eV at the gate to 3.2 eV at the collector, gives $-0.0062$. The field is 5 MV/cm, half of a rough breakdown field of 10 MV/cm.
- Image-force rounding gives $-0.039$. This estimate adds one image term per electrode, with relative permittivity 2.1, and stops the lowered barrier at the Fermi level.
- At 77 K, with a rough Curie temperature of 290 K, mean-field theory with $J=7/2$ leaves 97 percent of the magnetisation and gives $-0.0069$. Thermal smearing at normal incidence changes $P$ by about $-10^{-5}$.

The image figure is set largely by the cut-off: stopping the barrier 1 eV above the Fermi level gives $-0.027$, and stopping it 6 eV below gives $-0.066$, while the full image series changes $-0.039$ only to $-0.038$. Over this range image rounding multiplies the result by roughly four to nine, so the size of $P$ in this example depends strongly on the assumption of a rectangular barrier. The ease of reversing the sign depends on it too. With the rounded barrier stopped at the Fermi level, $\alpha=1.05$ gives $-0.035$ and an oxide mass of 0.30 gives $-0.027$; the sign changes only at a gate mass of 1.95 or an oxide mass of 0.16. With the barrier stopped 6 eV below, $P$ is still $-0.056$ at a gate mass of 2.5.

Real devices depart from the model in further ways that are not sized here. Gadolinium tends to react with silicon dioxide, its conduction states have strong $d$ character, and defects or spin-flip scattering can add current outside the model. A collector with a small Fermi sphere violates $\kappa/d\ll q^2$, which invalidates Lemma 2 and (6). Within the model this moves $P$ towards (1), because it confines the parallel momentum further: collector band depths of 1, 0.1 and 0.02 eV give $-0.0075$, $-0.0097$ and $-0.0107$. The valleys and masses of a real silicon collector are not described by this single free-electron sphere. Bonding at a real metal–oxide interface need not follow the matching rule assumed here, so (1) does not by itself predict the sign in a device. Within the model, (1) can be relied on when the barrier is thick enough for the theorem and rises to its full height at the gate within a distance small compared with $1/\kappa$, the gate band is close to parabolic, and $w^2$ lies well away from $v_\uparrow v_\downarrow$. The present example fails the last condition: for the rectangular barrier, a modest change of gate mass, oxide mass or matching rule reverses its sign. The condition on the barrier edge is strict even away from the zero. For an 8 eV, 60 Å barrier with $m_b=0.42$ and $m_g=1$, where $w^2=2.6\,v_\uparrow v_\downarrow$ and $1/\kappa\approx1.1$ Å, a linear rise from the Fermi level over 0.5, 1 and 2 Å at the gate changes the integrated $P$ from $+0.031$ to $+0.020$, $+0.011$ and $-0.002$. The values for the base example are in the numerical output below.

## Computed values

```
ROUGH INPUTS: Gd gate, SiO2 barrier, nonmagnetic metal collector
volume per Gd atom = 33 angstrom^3
conduction electrons per atom = 3
conduction moment per atom = 0.6 Bohr magneton
barrier height = 2.2 eV
barrier mass = 0.42 electron masses
barrier width = 20 angstrom = 2 nm
collector band depth = 10 eV
FREE-ELECTRON GATE
k_up = 1.4782 1/angstrom
k_dn = 1.2913 1/angstrom
majority band depth = 8.325 eV
minority band depth = 6.353 eV
kappa = 0.4925 1/angstrom
w = kappa/barrier mass = 1.1725 1/angstrom
kappa*d = 9.849
exp(-2 kappa d) = 2.79e-09
wavenumber factor of P = 0.06747
barrier factor of P = -0.16263
P, thick limit = -0.01097 = -1.097 percent
P, exact matching at normal incidence = -0.01097
P, estimate at mean parallel momentum = -0.00743
P, integrated over parallel momentum = -0.00711
BARRIER HEIGHT AT WHICH P = 0
equal masses, thick limit = 7.273 eV
oxide mass, thick limit = 3.055 eV
oxide mass, first order in 1/d = 2.745 eV
oxide mass, full integration = 2.739 eV
NEGLECTED EFFECTS (P integrated over parallel momentum)
free-electron exchange splitting = 1.972 eV
rough band splitting taken for Gd = 0.8 eV
gate mass giving that splitting = 2.465 electron masses
P with that gate mass = 0.04519
gate mass at P = 0, thick limit = 1.178 electron masses
gate mass at P = 0, integrated = 1.111 electron masses
P with barrier mass 0.50 = -0.01316
rough work-function difference = 1.0 eV
built-in oxide field = 5.0 MV/cm
rough breakdown field = 10 MV/cm
built-in / breakdown field = 0.50
P with built-in field = -0.00616
relative permittivity for image force = 2.1
P with image-rounded barrier = -0.03920
temperature of use = 77 K
rough Curie temperature = 290 K
mean-field magnetisation / saturation = 0.9728
P with reduced magnetisation = -0.00694
change of P by thermal smearing = -1.13e-05
CHECKS
largest error of P formula, normal incidence = 3.5e-12
P_L*P_R in the angular test = 0.02303
```
